# Spurious fractional charge on distant oxygen from delocalisation error: verification in Python

```python
"""
Result under test: E(q) = D*q - (U/2)*q*(1-q), with D > 0 and U > 0,
has its minimum on 0 <= q <= 1 at max(0, 1/2 - D/U).
q: electrons moved from a metal to distant O2; D = W - A in eV;
W: work function; A: vertical electron affinity; U: error curvature in eV.
K: coefficient in eV of any additional energy K*q**2.
Zinc-like W, the molecular data and U are rough model inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import expit, xlogy

work_function = 4.3
affinity = 0.0
U = 9.5
D = work_function - affinity
height = 1.0              # nm
cell_side = 0.8           # nm
temperature = 300.0       # K
bond_stiffness = 7000.0   # eV/nm^2
bond_change = 0.012       # nm, relaxed stretch for one added electron
contact_width = 1.0       # eV, rough level width at contact
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
kT = const.k * temperature / const.e

q_grid = np.linspace(0.0, 1.0, 200001)


def energy(q, cost, curvature):
    return cost * q - 0.5 * curvature * q * (1 - q)


def grid_minimum(values):
    return q_grid[np.argmin(values)]


# Global minimisation, on both sides of the threshold.
for cost, curvature in [(D, U), (1.0, 8.0), (3.0, 7.0),
                        (4.0, 8.0), (4.3, 8.0), (2.0, 1.0)]:
    found = grid_minimum(energy(q_grid, cost, curvature))
    predicted = max(0.0, 0.5 - cost / curvature)
    assert abs(found - predicted) < 1e-5  # grid spacing is 5e-6
q_star = 0.5 - D / U
gain = (U - 2 * D)**2 / (8 * U)
assert abs(np.min(energy(q_grid, D, U)) + gain) < 1e-8


# Exact many-electron test of the linear cost: an interacting two-site
# molecule and one reservoir site, each site with two spin states.
def annihilation_operators(number):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    operators = []
    for mode in range(number):
        matrix = np.eye(1)
        for place in range(number):
            factor = (sign if place < mode else
                      lower if place == mode else np.eye(2))
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


c = annihilation_operators(6)
n = [operator.T @ operator for operator in c]
identity = np.eye(64)
n_molecule = n[0] + n[1] + n[2] + n[3]
n_reservoir = n[4] + n[5]
molecule = -5.6 * n_molecule + 6.0 * (n[0] @ n[1] + n[2] @ n[3])
transfer = np.zeros((64, 64))
for spin in (0, 1):
    inner = c[spin].T @ c[2 + spin]
    outer = c[2 + spin].T @ c[4 + spin]
    molecule -= inner + inner.T
    transfer += outer + outer.T


def isolated_molecule_energy(electrons):
    wrong = n_molecule - electrons * identity
    penalty = 1000 * (wrong @ wrong + n_reservoir @ n_reservoir)
    return np.linalg.eigvalsh(molecule + penalty)[0]


E_neutral = isolated_molecule_energy(2)
E_anion = isolated_molecule_energy(3)
D_many = E_anion - E_neutral + work_function
wrong_total = n_molecule + n_reservoir - 3 * identity
separated = (molecule - work_function * n_reservoir
             + 50 * n[4] @ n[5] + 1000 * wrong_total @ wrong_total)
linear_deviations = []
for hopping in (1e-2, 1e-3, 1e-4):
    charges, deviations = [], []
    for bias in (-1.0, -0.5, 0.0, 0.5, 1.0):
        hamiltonian = separated + hopping * transfer
        multiplier = -D_many + bias * hopping
        vectors = np.linalg.eigh(hamiltonian + multiplier * n_molecule)[1]
        state = vectors[:, 0]
        charge = state @ n_molecule @ state - 2
        cost = state @ hamiltonian @ state - (E_neutral - work_function)
        charges.append(charge)
        deviations.append(abs(cost - D_many * charge))
    assert min(charges) < 0.4 and max(charges) > 0.6
    assert max(deviations) < 3 * hopping
    linear_deviations.append(max(deviations))
assert linear_deviations[2] < 0.02 * linear_deviations[0]


# A molecular level coupled to a metal, Fermi energy zero. The metal mesh
# is dense near the Fermi energy. Total energy, not a preset level
# condition, determines the occupation.
def metal_solution(cost, curvature, width):
    mesh_scale = 0.01 * width
    limit = np.arcsinh(10.0 / mesh_scale)
    edges = mesh_scale * np.sinh(np.linspace(-limit, limit, 301))
    bath = 0.5 * (edges[1:] + edges[:-1])
    coupling = np.sqrt(width * np.diff(edges) / np.pi)
    matrix = np.diag(np.r_[0.0, bath])
    matrix[0, 1:] = coupling
    matrix[1:, 0] = coupling
    bare_energy = bath[bath < 0].sum()

    def solve(log_level):
        level = np.exp(log_level)
        matrix[0, 0] = level
        values, vectors = np.linalg.eigh(matrix)
        filled = values < 0
        charge = np.sum(vectors[0, filled]**2)
        total = (values[filled].sum() - bare_energy
                 - (level - cost) * charge
                 - 0.5 * curvature * charge * (1 - charge))
        return total, charge, level

    best = minimize_scalar(lambda value: solve(value)[0],
                           bounds=(np.log(0.01 * width), np.log(9.0)),
                           method="bounded", options={"xatol": 1e-6})
    return solve(best.x)[1:]


widths = (1e-2, 1e-3, 1e-4)
metal_charges, metal_levels = [], []
for width in widths:
    charge, level = metal_solution(D, U, width)
    wide_band = brentq(lambda q: q - q_star
                       - width / (U * np.tan(np.pi * q)), 1e-5, 0.5)
    # Finite band and mesh matter at order width; roundoff sets the rest.
    assert abs(charge - wide_band) < 0.1 * width + 2e-6
    metal_charges.append(charge)
    metal_levels.append(level)
assert abs(metal_charges[-1] - q_star) < 2e-4
assert metal_levels[-1] < 2e-3
charge_without_error = metal_solution(D, 0.0, 1e-4)[0]
charge_below_threshold = metal_solution(D, 8.0, 1e-4)[0]
assert charge_without_error < 1e-4
assert charge_below_threshold < 3e-4


# Electrostatic energy of equal charges above a grounded metal plane.
def lattice_coefficient(z, side, cutoff=300):
    index = np.arange(-cutoff, cutoff + 1)
    x, y = np.meshgrid(index, index)
    distance = side * np.sqrt(x**2 + y**2)
    radius = side * cutoff
    distance = distance[(distance > 0) & (distance <= radius)]
    pairs = np.sum(1 / distance - 1 / np.sqrt(distance**2 + 4 * z**2))
    tail = 2 * np.pi / side**2 * (np.sqrt(radius**2 + 4 * z**2) - radius)
    return -coulomb / (4 * z) + 0.5 * coulomb * (pairs + tail)


def charge_with_quadratic(K):
    return (U / 2 - D) / (U + 2 * K)


image = coulomb / (4 * height)
image_work = quad(lambda s: coulomb / (4 * s**2), height, np.inf)[0]
assert abs(image - image_work) < 1e-8
K_cell = lattice_coefficient(height, cell_side)
K_shift = abs(K_cell - lattice_coefficient(height, cell_side, 150))
assert K_shift < 1e-3
assert abs(lattice_coefficient(height, 200.0) + image) < 1e-4
numeric_slope = (lattice_coefficient(1.2, cell_side)
                 - lattice_coefficient(0.8, cell_side)) / 0.4
capacitor_slope = const.e * 1e9 / (2 * const.epsilon_0 * cell_side**2)
assert abs(numeric_slope / capacitor_slope - 1) < 1e-3
for K in (-image, K_cell):
    found = grid_minimum(energy(q_grid, D, U) + K * q_grid**2)
    assert abs(found - charge_with_quadratic(K)) < 1e-5
q_image = charge_with_quadratic(-image)
q_cell = charge_with_quadratic(K_cell)

# Joint relaxation of charge and bond length; stretch is scaled.
relaxation = 0.5 * bond_stiffness * bond_change**2


def relaxed_energy(variables):
    q, stretch = variables
    return (energy(q, D, U) + bond_stiffness * bond_change**2
            * (0.5 * stretch**2 - q * stretch))


joint = minimize(relaxed_energy, [0.2, 0.1], method="BFGS",
                 options={"gtol": 1e-6})
q_relaxed = charge_with_quadratic(-relaxation)
assert abs(joint.x[0] - q_relaxed) < 1e-5

# Thermal occupation for one orbital and for two equivalent orbitals.
thermal_charges = []
for orbitals in (1, 2):
    f = q_grid / orbitals
    entropy_term = orbitals * kT * (xlogy(f, f) + xlogy(1 - f, 1 - f))
    found = grid_minimum(energy(q_grid, D, U) + entropy_term)
    fixed_point = brentq(lambda q: q - orbitals
                         * expit(-(D - U / 2 + U * q) / kT), 0, 1)
    assert abs(found - fixed_point) < 1e-5
    thermal_charges.append(found)

# Asymmetric error curves, with both integer energies unchanged.
cubic = q_grid * (1 - q_grid) * (1 - 2 * q_grid)
q_cubic_small = grid_minimum(energy(q_grid, D, U) + 0.2 * cubic)
q_cubic_large = grid_minimum(energy(q_grid, D, U) + 0.5 * cubic)
assert 0 < q_cubic_small < q_star and q_cubic_large == 0

decay = np.sqrt(2 * const.m_e * work_function * const.e) / const.hbar * 1e-9
width_far = contact_width * np.exp(-2 * decay * height)
time_far = const.hbar / (width_far * const.e)
jump_distance = coulomb / (4 * D)

print(f"Work function W (rough, Zn-like): {work_function:.1f} eV")
print(f"Vertical affinity A (rough): {affinity:.1f} eV")
print(f"Transfer cost D: {D:.2f} eV")
print(f"Error curvature U (model): {U:.2f} eV")
print(f"Initial level U/2-D below Fermi energy: {U/2-D:.3f} eV")
print(f"Spurious charge q*: {q_star:.5f} electrons")
print(f"Spurious molecular charge: {-q_star*const.e:.3e} C")
print(f"Spurious energy gain: {gain*1000:.3f} meV")
print(f"Largest error U/8 at q=1/2: {U/8:.4f} eV")
print(f"Spin moment 2-q*: {2-q_star:.4f} Bohr magnetons")
print(f"Threshold work function: {U/2+affinity:.3f} eV")
for trial in (4.0, 4.6, 4.9):
    q_trial = grid_minimum(energy(q_grid, trial - affinity, U))
    print(f"Charge if W = {trial:.1f} eV: {q_trial:.4f} electrons")
print(f"Many-electron test D: {D_many:.4f} eV")
for hop, deviation in zip((1e-2, 1e-3, 1e-4), linear_deviations):
    print(f"Linearity deviation, hopping {hop:.0e} eV: {deviation:.2e} eV")
for width, charge, level in zip(widths, metal_charges, metal_levels):
    print(f"Metal width {width:.0e} eV: q={charge:.5f}, level={level:.2e} eV")
print(f"Metal q, no error, width 1e-4 eV: {charge_without_error:.2e}")
print(f"Metal q, U=8 eV, width 1e-4 eV: {charge_below_threshold:.2e}")
print(f"Height z: {height:.1f} nm")
print(f"Single-molecule image energy at q=1: {-image:.4f} eV")
print(f"Charge with image: {q_image:.5f} electrons")
print(f"Bond stiffness (rough): {bond_stiffness:.0f} eV/nm^2")
print(f"Bond stretch at q=1 (rough): {bond_change:.3f} nm")
print(f"Bond relaxation energy at q=1: {relaxation:.3f} eV")
print(f"Charge with bond relaxation: {q_relaxed:.5f} electrons")
print(f"Square supercell side: {cell_side:.1f} nm")
print(f"Supercell coefficient K: {K_cell:.4f} eV")
print(f"Shift of K on doubling sum radius: {K_shift:.1e} eV")
print(f"Slope dK/dz from lattice sum: {numeric_slope:.4f} eV/nm")
print(f"Slope dK/dz of capacitor: {capacitor_slope:.4f} eV/nm")
print(f"Charge in supercell: {q_cell:.5f} electrons")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Thermal charge, one orbital: {thermal_charges[0]:.5f} electrons")
print(f"Thermal charge, two orbitals: {thermal_charges[1]:.5f} electrons")
print(f"Thermal factor exp(-D/kT), no error: {np.exp(-D/kT):.1e}")
print(f"Charge with cubic term c=0.2 eV: {q_cubic_small:.5f} electrons")
print(f"Charge with cubic term c=0.5 eV: {q_cubic_large:.5f} electrons")
print(f"Level width at contact (rough): {contact_width:.1f} eV")
print(f"Tunnelling decay constant: {decay:.3f} 1/nm")
print(f"Estimated level width at z: {width_far:.1e} eV")
print(f"Estimated tunnelling time at z: {time_far:.1e} s")
print(f"Classical one-electron jump distance: {jump_distance:.4f} nm")
print("all assertions hold")
```

It prints:

```
Work function W (rough, Zn-like): 4.3 eV
Vertical affinity A (rough): 0.0 eV
Transfer cost D: 4.30 eV
Error curvature U (model): 9.50 eV
Initial level U/2-D below Fermi energy: 0.450 eV
Spurious charge q*: 0.04737 electrons
Spurious molecular charge: -7.589e-21 C
Spurious energy gain: 10.658 meV
Largest error U/8 at q=1/2: 1.1875 eV
Spin moment 2-q*: 1.9526 Bohr magnetons
Threshold work function: 4.750 eV
Charge if W = 4.0 eV: 0.0789 electrons
Charge if W = 4.6 eV: 0.0158 electrons
Charge if W = 4.9 eV: 0.0000 electrons
Many-electron test D: 4.3056 eV
Linearity deviation, hopping 1e-02 eV: 6.30e-03 eV
Linearity deviation, hopping 1e-03 eV: 6.24e-04 eV
Linearity deviation, hopping 1e-04 eV: 6.24e-05 eV
Metal width 1e-02 eV: q=0.05353, level=5.86e-02 eV
Metal width 1e-03 eV: q=0.04806, level=6.56e-03 eV
Metal width 1e-04 eV: q=0.04744, level=6.65e-04 eV
Metal q, no error, width 1e-4 eV: 5.17e-06
Metal q, U=8 eV, width 1e-4 eV: 1.03e-04
Height z: 1.0 nm
Single-molecule image energy at q=1: -0.3600 eV
Charge with image: 0.05125 electrons
Bond stiffness (rough): 7000 eV/nm^2
Bond stretch at q=1 (rough): 0.012 nm
Bond relaxation energy at q=1: 0.504 eV
Charge with bond relaxation: 0.05299 electrons
Square supercell side: 0.8 nm
Supercell coefficient K: 10.6267 eV
Shift of K on doubling sum radius: 7.5e-07 eV
Slope dK/dz from lattice sum: 14.1368 eV/nm
Slope dK/dz of capacitor: 14.1368 eV/nm
Charge in supercell: 0.01463 electrons
Temperature: 300 K; kT: 0.02585 eV
Thermal charge, one orbital: 0.05510 electrons
Thermal charge, two orbitals: 0.05698 electrons
Thermal factor exp(-D/kT), no error: 5.8e-73
Charge with cubic term c=0.2 eV: 0.02999 electrons
Charge with cubic term c=0.5 eV: 0.00000 electrons
Level width at contact (rough): 1.0 eV
Tunnelling decay constant: 10.624 1/nm
Estimated level width at z: 5.9e-10 eV
Estimated tunnelling time at z: 1.1e-06 s
Classical one-electron jump distance: 0.0837 nm
all assertions hold
```
